C6 for Rydberg pairs and polar rotors, with first corrections

In a model atom with quantum defects 0.4 for s and 0 for p, the van der Waals coefficient of two atoms in the same ns state grows from n = 40 to n = 80 by the factor

5.8906×10²¹ / 2.4788×10¹⁸ = 2376.

An n¹¹ law predicts 2¹¹ = 2048. The exponent 11 is nevertheless the correct asymptotic one. Part of the excess comes from using n instead of the effective quantum number ν = n − 0.4: (79.6/39.6)¹¹ = 2165. The remaining factor, 1.10, is a correction of relative order 1/ν, derived below. The same pair formula gives d⁴/(6B) for two polar molecules in their rotational ground state.

**1. The pair formula**

Write the long-range energy as E(R) = −C6/R⁶, so that positive C6 means attraction. The units are Gaussian. The particles do not overlap, no external field acts, and retardation is neglected. With the z axis along the pair axis, the dipole interaction is

V = (1/R³) Σ_i c_i d_i d_i′, with c = (1, 1, −2).

Each particle is in a nondegenerate isotropic state |0⟩, such as a rotor with J = 0 or an s state without spin. Then ⟨0|d_i|0⟩ = 0, and the first-order energy vanishes. In second order

E = −Σ |⟨00|V|ab⟩|² / Δ_ab, Δ_ab = E_a + E_b − 2E_0.

For a Rydberg pair Δ_ab is the Förster defect. Isotropy fixes the sum over the magnetic states m of a level a:

Σ_m ⟨0|d_i|am⟩⟨am|d_j|0⟩ = δ_ij S_a/3, S_a = Σ_m |⟨0|**d**|am⟩|².

The squared interaction therefore contains

Σ_ij c_i c_j (δ_ij S_a/3)(δ_ij S_b/3) = (1 + 1 + 4) S_a S_b/9 = (2/3) S_a S_b,

and

C6 = (2/3) Σ_ab S_a S_b / Δ_ab. (1)

The sum runs over ordered pairs: "a on the first atom, b on the second" and its reverse are different states.

**2. Two polar molecules**

Take a rigid linear rotor with dipole d**n** and levels BJ(J+1), where B is an energy. From J = 0 the dipole reaches J = 1 alone, because the components of **n** are first-degree harmonics. Since **n**² = 1, S = d². Both molecules are excited, each by 2B, so Δ = 4B and

C6 = (2/3) d⁴/(4B) = d⁴/(6B).

This is positive because the pair starts in its lowest state. It is the rotational part; electronic and vibrational dispersion is additional.

The first correction within this dipole model measures its range. Let x = R/(d²/B)^(1/3) and measure energies in B. Then V = v/x³ with v = Σ c_i n_i n_i′. Third order vanishes, because v changes the parity of J on each molecule and three steps cannot return to J = 0. Let ψ = v|00⟩. It has energy 4 and norm squared 2/3. Fourth order is

E₄ = −(1/4²) Σ_k |⟨k|v|ψ⟩|²/E_k − E₂ (2/3)/4², E₂ = −1/6,

where k excludes |00⟩. The last term is +1/144.

For the sum, split n_i n_j = T_ij + δ_ij/3. The traceless T_ij is a J = 2 harmonic. Then vψ = Σ c_i c_j n_i n_j n_i′ n_j′ has these parts:

• One molecule in J = 2, the other in J = 0. The amplitude is (T_xx + T_yy + 4T_zz)/3 = T_zz, since the trace is zero. Its norm squared is ⟨n_z⁴⟩ − 1/9 = 1/5 − 1/9 = 4/45. There are two such states, with E_k = 6, contributing 2(4/45)/6 = 4/135.

• Both in J = 2, with E_k = 12. The averages needed are ⟨T_ii²⟩ = 4/45, ⟨T_ii T_jj⟩ = 1/15 − 1/9 = −2/45 and ⟨T_ij²⟩ = 1/15 for i ≠ j. The diagonal terms have norm squared [(1+1+16)·16 + 2(1+4+4)·4]/45² = 8/45. The off-diagonal terms have 4(1+4+4)/15² = 4/25. Together they give 76/225, contributing 19/675.

The sum is 20/675 + 19/675 = 13/225, so E₄ = −13/3600 + 25/3600 = 1/300. Hence

E/B = −1/(6x⁶) + 1/(300x¹²) + … = −(1/(6x⁶)) [1 − 1/(50x⁶) + …].

At x = 1 the bracket is 0.980. Diagonalization of the two-rotor Hamiltonian gives 0.981. The correction is small even there for two reasons: the squared ratio of the coupling to the gap 4B is only (2/3)/4² = 1/24, which is the relative size of the term 25/3600, and the J = 2 states cancel about half of it.

For d = 3 D = 3×10⁻¹⁸ statC cm and B/h = 10 GHz, B = 6.626×10⁻¹⁷ erg and

C6 = 81×10⁻⁷² / (6 × 6.626×10⁻¹⁷) = 2.04×10⁻⁵⁵ erg cm⁶ = 2.13×10⁵ e²a0⁵.

The length (d²/B)^(1/3) is 5.1 nm, and the retardation length ħc/(4B) is 1.2 mm. The R⁻⁶ law holds between these scales. Near the lower one, a real molecule also has higher multipoles, which this model omits.

**3. The Förster defect**

For the atoms, lengths are now in a0 and energies in e²/a0, with ħ = m = 1. An s level has energy −1/(2ν²), ν = n − δs. The p levels lie at ν + a, where

a = δs − δp + integer.

The quantum defects are taken as independent of n, and spin is ignored. In a real atom fine structure gives p₁/₂ and p₃/₂ different offsets, so K and the special cases of Section 6 must then be worked out channel by channel; the numbers below belong to the spinless model. Expanding at fixed offset a,

−1/[2(ν+a)²] + 1/(2ν²) = a/ν³ − (3/2)a²/ν⁴ + …

Adding the second atom gives

Δ_ab = (1/ν³) [a + b − (3/2)(a² + b²)/ν + …]. (2)

The defect thus scales as ν⁻³ if a + b ≠ 0. In the example np has a = 0.4 and (n−1)p has b = −0.6. Their sum is −0.2: the final pair lies below the initial one, and this channel repels. The relative correction in (2) is (3/2)(0.16 + 0.36)/(0.2ν) = 3.9/ν. It is enhanced because the leading terms nearly cancel.

**4. The dipole elements**

For ns → n′p, S = R² with R = ∫ u r u′ dr, where u and u′ are the radial functions. Away from the nucleus a semiclassical radial function is

u = [4/(Tp)]^(1/2) cos(φ − π/4), φ = ∫_r^{r_t} p dr′,

p² = 2(E + 1/r) − Λ/r².

Here r_t is the outer turning point, T = 2πν³ is the Kepler period and Λ is the semiclassical squared angular momentum. The prefactor normalizes u, since cos² averages to 1/2 and ∫dr/p = T/2. In the product u u′ the term with φ + φ′ oscillates rapidly and is dropped. With dr = p dt,

R = (2/T) ∫_0^{T/2} r cos(φ′ − φ) dt,

where t is the time from the outer turning point.

To obtain the phase difference, expand about the mean energy. The derivative ∂φ/∂E is ∫dr/p = t, and ∂φ/∂Λ is −(1/2)∫dt/r². The mean energy belongs to ν̄ = ν + s/2, where s is the offset of the p level, and the energy difference is s/ν̄³, both up to relative order ν⁻². With λ = Λ_p − Λ_s,

φ′ − φ = st/ν̄³ − (λ/2) ∫dt/r².

For low angular momentum the orbit is nearly radial: r = ν̄²(1 + cos ξ). Energy conservation gives p = tan(ξ/2)/ν̄, so

dt = ν̄² sin ξ dξ/p = ν̄³(1 + cos ξ) dξ,

t = ν̄³(ξ + sin ξ), ∫dt/r² = tan(ξ/2)/ν̄.

Insert these and expand the cosine to first order in λ/ν̄. Using (1 + cos ξ) tan(ξ/2) = sin ξ,

R = (ν + s/2)² g(s) + (λν/2) h(s) + …, (3)

g(s) = (1/π) ∫_0^π (1 + cos ξ)² cos[s(ξ + sin ξ)] dξ,

h(s) = (1/π) ∫_0^π (1 + cos ξ) sin ξ sin[s(ξ + sin ξ)] dξ.

At s = 0, g = (1/π)(π + π/2) = 3/2, the mean radius of a low-l orbit in units of ν². The dipole element thus scales as ν² with a factor fixed by the offset. Its first correction is

R = ν² g(s) [1 + ρ(s)/ν], ρ(s) = s + λh(s)/(2g(s)), (4)

provided g(s) ≠ 0. The derivation is semiclassical and does not bound the remainder at the turning points, so numerical elements are needed as a check.

The model atom represents its core by an extra 1/r² potential that replaces l(l+1) by L(L+1), L = l − δ. The hydrogen solution, an exponential times r^(L+1) times a polynomial of degree n − l − 1, remains valid and gives ν = n − δ. With Λ = (L + 1/2)², the difference is

λ = 1·2 − (−0.4)(0.6) = 2.24.

At n = 60, ν² = 59.6² = 3552. The computed elements are 4458.5 to 60p and 3328.8 to 59p. Using g(0.4) = 1.2389 and g(−0.6) = 0.9568,

4458.5/(3552 × 1.2389) = 1.013, so ρ(0.4) ≈ 0.78,

3328.8/(3552 × 0.9568) = 0.979, so ρ(−0.6) ≈ −1.23.

Equation (4) accounts for their signs and sizes. For small s,

h ≈ (s/π) ∫_0^π (1 + cos ξ) sin ξ (ξ + sin ξ) dξ = (s/π)(π + π/2 − π/4) = 5s/4.

This rough form gives ρ(0.4) ≈ 0.4 + 1.12 × 0.50/1.2389 = 0.85 and ρ(−0.6) ≈ −0.6 − 1.12 × 0.75/0.9568 = −1.48. Both overshoot in magnitude, because replacing the sine in h by its argument overestimates |h|, more so for the larger |s|. Integrating h numerically gives h(0.4) = 0.432 and h(−0.6) = −0.535, and (4) then yields ρ(0.4) = 0.79 and ρ(−0.6) = −1.23, in agreement with the values read from the computed elements.

**5. The asymptotic coefficient and its correction**

Put (2) and (4) into (1). Four dipole elements supply ν⁸, the inverse defect supplies ν³, and

C6 = e²a0⁵ K ν¹¹ (1 + κ/ν + …), (5)

K = Σ_ab k_ab, k_ab = (2/3) g(a)² g(b)²/(a + b).

The elements enter squared, and 1/Δ changes the sign of the correction in (2). Hence

κ = (1/K) Σ_ab k_ab χ_ab,

χ_ab = (3/2)(a² + b²)/(a + b) + 2ρ(a) + 2ρ(b).

The four ordered pairs formed from np and (n−1)p give most of the result. For ρ we use the values 0.78 and −1.23 read from the computed elements at n = 60, so κ below contains this numerical input:

• np + (n−1)p, both orders: k = (4/3)(1.2389)²(0.9568)²/(−0.2) = −9.37, and χ = −3.9 − 0.9 = −4.8.

• np + np: k = (2/3)(1.2389)⁴/0.8 = 1.96, and χ = 0.6 + 3.1 = 3.7.

• (n−1)p + (n−1)p: k = (2/3)(0.9568)⁴/(−1.2) = −0.47, and χ = −0.9 − 4.9 = −5.8.

The unrounded coefficients add to −7.87; all offsets together give K = −7.92. The correction from these four pairs is

κ ≈ [(−9.37)(−4.8) + (1.96)(3.7) + (−0.47)(−5.8)]/(−7.87) ≈ −7.

The dominant channel is weakened at finite ν by its larger defect. The attractive np + np channel is strengthened, and this weakens the total repulsion further. Looking at the Förster defect of one channel alone would therefore miss part of the correction.

Equation (5) with κ = −7 predicts C6/ν¹¹ = −6.5, −7.0 and −7.2 at n = 40, 60 and 80, in units e²a0⁵. The full sums give −6.60, −7.03 and −7.25. Removing a 1/ν term from the first and last gives −7.89, within 0.5% of K. These sums include the discretized continuum, which the expansion leaves out; they show no effect of it on K beyond this difference.

The opening number is now accounted for. The predicted extra growth is (1 − 7/79.6)/(1 − 7/39.6) = 1.11, against the computed 7.246/6.601 = 1.10. Fitted as a single power of ν between these points, C6 shows the exponent 11.13; this is a finite-ν value, and it approaches 11 as κ/ν vanishes.

**6. When the exponent changes**

The law needs K ≠ 0 and leading Förster coefficients that do not vanish. The first condition can fail by itself, because attractive and repulsive channels cancel in K: as δs − δp increases from 0.1 to 0.4, K falls from 15.4 to −7.9 and passes through zero near 0.29. There C6 grows as ν¹⁰. The second condition fails as follows. If δs − δp = 1/2, then np and (n−1)p have a = 1/2 and b = −1/2, and (2) leaves

Δ = −(3/2)(1/4 + 1/4)/ν⁴ = −3/(4ν⁴).

With both orders, and since g is even, this channel contributes

C6 = (4/3) g(1/2)⁴ ν⁸ (−4ν⁴/3) e²a0⁵ = −(16/9) g(1/2)⁴ ν¹² e²a0⁵.

The pairs with offsets (a, −a), a = 3/2, 5/2, …, also have a vanishing leading defect, Δ = −3a²/ν⁴, so the complete ν¹² coefficient is −(4/9) Σ g(a)⁴/a² over a = 1/2, 3/2, …, of which the term above is the first. A second model with this difference of quantum defects gives the exponent 12.006 between n = 40 and 80. For a small nonzero a + b, the defect follows its ν⁻³ law only when ν is large compared with (3/2)(a² + b²)/|a + b|, which is 3.9 in the main example. The ν¹¹ law for C6 also needs ν to be large compared with |κ|. If a + b is small and positive, the two terms of (2) can cancel near a finite ν, and perturbation theory then fails for that pair.

If δs − δp is an integer, an offset a = 0 exists. The pair with a = b = 0 is degenerate with the initial pair, and the interaction energy varies as R⁻³. Nonrelativistic hydrogen with n ≥ 2 is such a case; the 1s state has no p partner at its own energy.

**7. The example at n = 60 and the resonant channel**

The leading defect is −6.22 GHz in frequency units. The correction factor 1 + 3.9/59.6 = 1.065 brings it to −6.62 GHz, and the computed value is −6.625 GHz. For the 60p + 59p channel define W² = (4/3)e⁴R₁²R₂², the sum of the squared couplings times R⁶. Here W/h = 16.71 GHz μm³, so this channel gives

C6/h = 16.71²/(−6.625) = −42.1 GHz μm⁶.

The full sum is −34.2 GHz μm⁶, or −2.37×10²⁰ e²a0⁵. The single-channel estimate is too large in magnitude by 23% of the full value, mainly because 60p + 60p attracts. The asymptotic estimate Kν¹¹ gives −38.6 GHz μm⁶.

At shorter distance the nearly resonant channel must be treated beyond second order. Keeping only this channel, the initial state couples to one normalized combination of the final states with strength W/R³. The final states do not couple to one another, since a dipole has no p–p element. The shift E of the initial state obeys

E(E − Δ) = W²/R⁶.

For Δ < 0, the root that vanishes at large R is

E/|Δ| = −1/2 + (1/4 + w²)^(1/2) = w² − w⁴ + …, w = W/(|Δ|R³).

The first term is the van der Waals shift of this channel, and its relative correction in the two-level model is −w². The crossover w = 1 lies at

Rc = (W/|Δ|)^(1/3) = (16.71/6.625)^(1/3) = 1.36 μm.

At 2Rc, w = 1/8, and the first correction gives the ratio 1 − 1/64 = 0.984 to this channel's van der Waals shift; the full two-level formula gives 0.985. Since W ∝ ν⁴ and Δ ∝ ν⁻³, Rc grows asymptotically as ν^(7/3). The atoms must also be well separated: twice the sum of their rms radii is 1.19 μm, slightly less than Rc here.

Rc is the scale of this one channel, not the inner limit of the full R⁻⁶ law. The pair (n−1)s + (n+1)s lies only about 3/ν⁴ below ns + ns, and the p pairs couple the two in second order with a strength that scales as ν¹¹/R⁶. This coupling becomes equal to the small defect at a distance that grows as ν^(5/2), faster than Rc. At n = 60, with both orders of the pair combined, this distance is 1.64 μm, already larger than Rc. Because the other s pair lies lower, it pushes ns + ns upward, against the correction −w². At 2Rc and n = 60 this push is about +4% of the van der Waals shift and outweighs −w²: with s and p states alone the net fourth-order correction is about +3%, and d states add further terms. The ratio 0.985 therefore describes the two-level model only, and a quantitative shift, even at 2Rc, needs more pair states than that model contains.

The numerical check checks the rotor coefficient, both Rydberg exponents, K and the two-level formula numerically.

Computed results

```
POLAR MOLECULES
C6 B/d^4 from diagonalization: 0.166667
1/6: 0.166667
dipole d: 3.0 D
rotational constant B/h: 10.0 GHz
B: 6.6261e-17 erg
energy defect 4B/h: 40.0 GHz
C6: 2.0374e-55 erg cm^6
C6 converted: 2.1282e+05 e^2 a0^5
length (d^2/B)^(1/3): 5.140 nm
exact/vdW energy at 1 such length: 0.981
exact/vdW energy at 2 such length: 1.000
retardation length hbar c/(4B): 1.193 mm
RYDBERG PAIRS
quantum defects s, p: 0.4, 0.0
offsets a, b of np, (n-1)p: 0.4, -0.6
g(a), g(b): 1.2389, 0.9568
asymptotic K: -7.923
K extrapolated from full sums: -7.886
n=40: nu=39.6, C6/nu^11=-6.601, C6=-2.4788e+18 e^2 a0^5
n=60: nu=59.6, C6/nu^11=-7.028, C6=-2.3688e+20 e^2 a0^5
n=80: nu=79.6, C6/nu^11=-7.246, C6=-5.8906e+21 e^2 a0^5
power of nu in C6, n=40 to 80: 11.134
power of nu in Forster defect: -3.067
power of nu in coupling W: 4.009
power of nu in Rc: 2.359
power in C6 if defects differ by 1/2: 12.006
EXAMPLE n=60
radial element to 60p: 4458.5 a0
radial element to 59p: 3328.8 a0
Forster defect/h: -6.6252 GHz
its leading term/h: -6.2158 GHz
coupling W/h: 16.7091 GHz um^3
C6/h, full sum: -34.225 GHz um^6
C6/h, 60p+59p only: -42.141 GHz um^6
ratio 60p+59p to full sum: 1.231
estimate K nu^11/h: -38.584 GHz um^6
crossover Rc: 1.361 um
overlap distance 4 r_rms: 1.189 um
two-level/vdW shift at 2 Rc: 0.9848
```
